# Lie-Trotter, Strang and triple-jump splitting: leading commutator errors: test program

```python
"""
Splitting of exp(h(A+B)) for noncommuting A, B.  With C = [A,B], X = A+B:
  Lie-Trotter  log(e^{hA} e^{hB})            = hX + h^2 C/2 + ...
  Strang       log(e^{hA/2} e^{hB} e^{hA/2}) = hX + h^3 E3 + h^5 E5 + ...
               E3 = -[A,C]/24 - [B,C]/12
  Triple jump  S(g1 h) S(g0 h) S(g1 h), S = Strang step,
               g1 = 1/(2 - 2^(1/3)), g0 = -2^(1/3) g1,
               log = hX + h^5 (sigma5 E5 + kappa [X,[X,E3]]) + ...
The coefficients are tested in the free algebra of words in A and B.
The errors are tested for an electron in a periodic potential, where
A = -iT, B = -iV, in atomic units (hbar = electron mass = 1).
"""
from fractions import Fraction
from math import factorial
import numpy as np
from scipy.linalg import expm
from scipy.constants import physical_constants

MAX_DEGREE = 5


# ---- polynomials in noncommuting letters: dictionary word -> coefficient
def add(p, q, factor=1):
    result = dict(p)
    for word, value in q.items():
        result[word] = result.get(word, 0) + factor * value
    return result


def scale(p, factor):
    return {word: factor * value for word, value in p.items()}


def multiply(p, q):
    result = {}
    for u, a in p.items():
        for v, b in q.items():
            if len(u) + len(v) <= MAX_DEGREE:
                result[u + v] = result.get(u + v, 0) + a * b
    return result


def bracket(p, q):
    return add(multiply(p, q), multiply(q, p), -1)


def exponential(letter, c):
    return {letter * n: c**n / factorial(n) for n in range(MAX_DEGREE + 1)}


def logarithm(p):
    w = {word: value for word, value in p.items() if word != ""}
    power, result = {"": Fraction(1)}, {}
    for n in range(1, MAX_DEGREE + 1):
        power = multiply(power, w)
        result = add(result, power, Fraction((-1)**(n + 1), n))
    return result


def degree(p, n):
    return {word: value for word, value in p.items() if len(word) == n}


def distance(p, q):
    return max([abs(v) for v in add(p, q, -1).values()], default=0)


def strang_words(c):
    half = exponential("A", c / 2)
    return multiply(multiply(half, exponential("B", c)), half)


A, B = {"A": Fraction(1)}, {"B": Fraction(1)}
X, C = add(A, B), bracket(A, B)
one = Fraction(1)

lie_log = logarithm(multiply(exponential("A", one), exponential("B", one)))
assert distance(degree(lie_log, 1), X) == 0
assert distance(degree(lie_log, 2), scale(C, Fraction(1, 2))) == 0
bch_cubic = scale(add(bracket(A, C), bracket(B, bracket(B, A))),
                  Fraction(1, 12))
assert distance(degree(lie_log, 3), bch_cubic) == 0

strang_log = logarithm(strang_words(one))
E3 = add(scale(bracket(A, C), Fraction(-1, 24)),
         bracket(B, C), Fraction(-1, 12))
assert distance(degree(strang_log, 1), X) == 0
assert distance(degree(strang_log, 3), E3) == 0
assert distance(degree(strang_log, 2), {}) == 0
assert distance(degree(strang_log, 4), {}) == 0
E5 = degree(strang_log, 5)

# ---- triple-jump coefficients
g1 = 1 / (2 - 2**(1 / 3))
g0 = -2**(1 / 3) * g1
g = np.poly1d([1.0, 0.0])
roots = (2 * g**3 + (1 - 2 * g)**3).roots
real_roots = roots[abs(roots.imag) < 1e-8].real
complex_root = roots[np.argmax(roots.imag)]
assert len(real_roots) == 1 and abs(real_roots[0] - g1) < 1e-10
sigma5 = 2 * g1**5 + g0**5
kappa = -g0 * g1 * (g0 + g1) * (g0**2 - g1**2) / 6
inner_kinetic = (g0 + g1) / 2

triple_log = logarithm(multiply(multiply(strang_words(g1), strang_words(g0)),
                                strang_words(g1)))
assert distance(degree(triple_log, 1), X) < 1e-12
for n in (2, 3, 4):
    assert distance(degree(triple_log, n), {}) < 1e-12
quintic = add(scale(E5, sigma5), bracket(X, bracket(X, E3)), kappa)
assert distance(degree(triple_log, 5), quintic) < 1e-11


# ---- electron in the periodic potential V = -V0 cos x
def fourier_grid(n):
    x = 2 * np.pi * np.arange(n) / n
    k = np.arange(n) - n // 2
    waves = np.exp(1j * np.outer(x, k)) / np.sqrt(n)
    kinetic = ((waves * (k**2 / 2)) @ waves.conj().T).real
    return x, k, waves, (kinetic + kinetic.T) / 2


V0, n_grid, t_final = 1.0, 17, 10.0
x, k, waves, T = fourier_grid(n_grid)
v = -V0 * np.cos(x)
V = np.diag(v)
H = T + V
energy, states = np.linalg.eigh(H)
ground = states[:, 0]
U = (states * np.exp(-1j * energy * t_final)) @ states.T
psi0 = 1 + np.cos(x - 1)
psi0 = psi0 / np.linalg.norm(psi0)


def kinetic_factor(h):
    return (waves * np.exp(-0.5j * h * k**2)) @ waves.conj().T


def lie_step(h):
    return kinetic_factor(h) * np.exp(-1j * h * v)


def strang_step(h):
    half = kinetic_factor(h / 2)
    return (half * np.exp(-1j * h * v)) @ half


def triple_step(h):
    outer = strang_step(g1 * h)
    return outer @ strang_step(g0 * h) @ outer


def comm(P, Q):
    return P @ Q - Q @ P


def evaluate(p):
    letters = {"A": -1j * T, "B": -1j * V}
    total = np.zeros((n_grid, n_grid), complex)
    for word, value in p.items():
        product = np.eye(n_grid, dtype=complex)
        for letter in word:
            product = product @ letters[letter]
        total += float(value) * product
    return total


TV = comm(T, V)
E5_matrix = evaluate(E5)
X_matrix = -1j * H
# leading correction h^p D of the effective Hamiltonian
D_lie = -0.5j * TV
D_strang = comm(T, TV) / 24 + comm(V, TV) / 12
D_triple = 1j * (sigma5 * E5_matrix
                 + kappa * comm(X_matrix, comm(X_matrix, evaluate(E3))))
methods = {"Lie-Trotter": (lie_step, 1, D_lie),
           "Strang": (strang_step, 2, D_strang),
           "Triple jump": (triple_step, 4, D_triple)}


def first_order_change(D):
    """-i times the integral over s of e^{-iH(t-s)} D e^{-iHs}."""
    gap = energy[:, None] - energy[None, :]
    mean = (energy[:, None] + energy[None, :]) / 2
    kernel = (-1j * t_final * np.exp(-1j * mean * t_final)
              * np.sinc(gap * t_final / (2 * np.pi)))
    return states @ (kernel * (states.T @ D @ states)) @ states.T


def error_vector(step, h):
    count = round(t_final / h)
    return (np.linalg.matrix_power(step(h), count) - U) @ psi0


step_sizes = (0.1, 0.05, 0.025)
errors, predicted, misfit, orders = {}, {}, {}, {}
for name, (step, p, D) in methods.items():
    leading = first_order_change(D) @ psi0
    for h in step_sizes:
        actual = error_vector(step, h)
        errors[name, h] = np.linalg.norm(actual)
        predicted[name, h] = h**p * np.linalg.norm(leading)
        misfit[name, h] = (np.linalg.norm(actual - h**p * leading)
                           / errors[name, h])
    orders[name] = np.log2(errors[name, 0.05] / errors[name, 0.025])
    assert abs(orders[name] - p) < 0.15
    # relative misfit must vanish like h (Lie-Trotter) or h^2 (symmetric)
    limit = 0.65 if p == 1 else 0.32
    assert misfit[name, 0.025] < limit * misfit[name, 0.05]

# the Lie-Trotter error is a pure endpoint term at leading order
assert np.allclose(first_order_change(D_lie) @ psi0,
                   -0.5j * comm(T, U) @ psi0, atol=1e-9)


# ---- shift of the ground level in the effective Hamiltonian
def ground_shift(step, h):
    values, vectors = np.linalg.eig(step(h))
    index = np.argmax(abs(vectors.conj().T @ ground))
    return -np.angle(values[index]) / h - energy[0]


force_squared = ground @ ((V0 * np.sin(x))**2 * ground)
assert abs(ground @ comm(V, TV) @ ground - force_squared) < 1e-9
assert abs(ground @ comm(T, TV) @ ground + force_squared) < 1e-9
quintic_mean = (ground @ (1j * E5_matrix) @ ground).real


def strang_shift_formula(h):
    return h**2 * force_squared / 24


def triple_shift_formula(h):
    return h**4 * sigma5 * quintic_mean


h_test = 0.025
assert abs(ground_shift(strang_step, h_test)
           / strang_shift_formula(h_test) - 1) < 0.01
assert abs(ground_shift(triple_step, h_test)
           / triple_shift_formula(h_test) - 1) < 0.02
assert abs(ground_shift(lie_step, h_test)
           - ground_shift(strang_step, h_test)) < 1e-11

# ---- imaginary time: norm of one inner kinetic factor
tau = 0.05
amplification = {}
for n in (17, 65):
    kinetic = fourier_grid(n)[3]
    amplification[n] = np.linalg.norm(expm(-inner_kinetic * tau * kinetic), 2)
    top = (n // 2)**2 / 2
    assert abs(amplification[n] / np.exp(abs(inner_kinetic) * tau * top)
               - 1) < 1e-9

# ---- printed results
h = 0.05
hartree_ev = physical_constants["Hartree energy in eV"][0]
time_as = physical_constants["atomic unit of time"][0] * 1e18
print(f"gamma_1 (outer steps) = {g1:.6f}")
print(f"gamma_0 (middle step) = {g0:.6f}")
print(f"inner kinetic coefficient = {inner_kinetic:.6f}")
print(f"complex root for gamma_1 = {complex_root.real:.4f}"
      f" +- {abs(complex_root.imag):.4f} i")
print(f"sigma5 = {sigma5:.5f}")
print(f"kappa = {kappa:.5f}")
print(f"V0 = {V0:.1f} hartree, period = {2 * np.pi:.4f} bohr")
print(f"grid points = {n_grid}, largest T = {k.max()**2 / 2:.1f} hartree")
print(f"final time = {t_final:.1f} atomic time units")
print(f"ground energy = {energy[0]:.6f} hartree")
print("State error norms (dimensionless), h in atomic time units:")
for name in methods:
    for size in step_sizes:
        print(f"{name}, h={size}: error {errors[name, size]:.3e},"
              f" leading {predicted[name, size]:.3e}")
print("Relative misfit of error vector and leading term:")
for name in methods:
    print(f"{name}: h=0.05 {misfit[name, 0.05]:.2e},"
          f" h=0.025 {misfit[name, 0.025]:.2e}")
for name in methods:
    print(f"observed order, {name} = {orders[name]:.3f}")
print("Equal cost, Strang with step h/3:")
for size in step_sizes[:2]:
    equal_cost = np.linalg.norm(error_vector(strang_step, size / 3))
    print(f"h={size}: Strang(h/3) error {equal_cost:.3e}")
print(f"Ground-level shifts at h = {h} a.t.u. = {h * time_as:.4f} as:")
print(f"<(V')^2> = {force_squared:.6f} hartree^2/bohr^2")
print(f"<i E5> = {quintic_mean:.6e} atomic units")
for name, step, formula in (
        ("Strang", strang_step, strang_shift_formula),
        ("Triple jump", triple_step, triple_shift_formula)):
    print(f"{name} shift, formula = {formula(h):.4e} hartree")
    print(f"{name} shift, computed = {ground_shift(step, h):.4e} hartree")
print(f"Strang shift, computed = "
      f"{ground_shift(strang_step, h) * hartree_ev * 1e3:.4f} meV")
print(f"Imaginary time, tau = {tau} / hartree, inner kinetic factor:")
for n, value in amplification.items():
    print(f"norm with {n} grid points = {value:.3f}")
print("OK")
```

Printed output:

```
gamma_1 (outer steps) = 1.351207
gamma_0 (middle step) = -1.702414
inner kinetic coefficient = -0.175604
complex root for gamma_1 = 0.3244 +- 0.1346 i
sigma5 = -5.29145
kappa = -0.14440
V0 = 1.0 hartree, period = 6.2832 bohr
grid points = 17, largest T = 32.0 hartree
final time = 10.0 atomic time units
ground energy = -0.535065 hartree
State error norms (dimensionless), h in atomic time units:
Lie-Trotter, h=0.1: error 2.490e-02, leading 2.410e-02
Lie-Trotter, h=0.05: error 1.224e-02, leading 1.205e-02
Lie-Trotter, h=0.025: error 6.071e-03, leading 6.025e-03
Strang, h=0.1: error 1.986e-03, leading 1.985e-03
Strang, h=0.05: error 4.963e-04, leading 4.962e-04
Strang, h=0.025: error 1.240e-04, leading 1.240e-04
Triple jump, h=0.1: error 1.840e-05, leading 1.844e-05
Triple jump, h=0.05: error 1.152e-06, leading 1.153e-06
Triple jump, h=0.025: error 7.204e-08, leading 7.205e-08
Relative misfit of error vector and leading term:
Lie-Trotter: h=0.05 4.31e-02, h=0.025 2.17e-02
Strang: h=0.05 3.76e-04, h=0.025 9.41e-05
Triple jump: h=0.05 5.96e-04, h=0.025 1.49e-04
observed order, Lie-Trotter = 1.012
observed order, Strang = 2.000
observed order, Triple jump = 3.999
Equal cost, Strang with step h/3:
h=0.1: Strang(h/3) error 2.205e-04
h=0.05: Strang(h/3) error 5.513e-05
Ground-level shifts at h = 0.05 a.t.u. = 1.2094 as:
<(V')^2> = 0.339209 hartree^2/bohr^2
<i E5> = 2.783455e-03 atomic units
Strang shift, formula = 3.5334e-05 hartree
Strang shift, computed = 3.5341e-05 hartree
Triple jump shift, formula = -9.2053e-08 hartree
Triple jump shift, computed = -9.2020e-08 hartree
Strang shift, computed = 0.9617 meV
Imaginary time, tau = 0.05 / hartree, inner kinetic factor:
norm with 17 grid points = 1.324
norm with 65 grid points = 89.609
OK
```
